# The Becke-Roussel Exchange Hole: Derivation, Exact Cases and Limitations, part 2

The Becke-Roussel model replaces the spherically averaged exchange hole of a Slater determinant by that of a displaced exponential cloud, fixed by local data at the reference point $\mathbf r$. Hartree atomic units are used, and quantities refer to one spin $\sigma$. With orbitals $\psi_i$, $P(\mathbf r,\mathbf r')=\sum_i\psi_i^*(\mathbf r)\psi_i(\mathbf r')$ and density $\rho(\mathbf r)=P(\mathbf r,\mathbf r)$, the exact hole $h=|P|^2/\rho(\mathbf r)$ has unit norm and gives

$$E_x=\frac12\sum_\sigma\int\rho\,U\,d^3r,\qquad U(\mathbf r)=-\int\frac{h(\mathbf r,\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' .\tag{1}$$

Its average over directions at distance $s$ is $\bar h=\rho+Qs^2+O(s^4)$, with

$$Q=\frac16\left(\nabla^2\rho-2\gamma D\right),\qquad D=\tau-\frac{|\nabla\rho|^2}{4\rho}-\frac{j^2}{\rho},\tag{4}$$

$\tau=\sum_i|\nabla\psi_i|^2$, $\mathbf j=\mathrm{Im}\sum_i\psi_i^*\nabla\psi_i$ and $\gamma=1$; other values of the adjustable $\gamma$ give up the exact curvature wherever $D\neq0$. Always $D\ge0$, and $D=0$ for a single orbital.

The model averages $f(t)=\frac{a^3}{8\pi}e^{-at}$, centred a distance $b$ from $\mathbf r$, into a positive, normalized hole. With $x=ab$:

$$h_{BR}(s)=\frac{a}{16\pi bs}\Big[(a|b-s|+1)e^{-a|b-s|}-(a(b+s)+1)e^{-a(b+s)}\Big].\tag{6}$$

$$U_{BR}=-\frac{N(x)}{b},\qquad N(x)=1-e^{-x}-\tfrac12xe^{-x}.\tag{7}$$

The cloud's charge within radius $b$ is $q(x)=1-e^{-x}\left(1+x+\tfrac12x^2\right)$. Matching value and curvature gives

$$\rho=\frac{a^3e^{-x}}{8\pi},\qquad \frac{6Q}{\rho}=a^2\,\frac{x-2}{x}.\tag{8}$$

$$g(x)\equiv\frac{(x-2)e^{2x/3}}{x}=G,\qquad G\equiv\frac{3\,Q}{2\pi^{2/3}\rho^{5/3}} .\tag{9}$$

$$\frac{x\,e^{-2x/3}}{x-2}=\frac23\,\pi^{2/3}\,\frac{\rho^{5/3}}{Q}.\tag{10}$$

Since $g$ increases strictly, the root $x>0$ is unique; $x-2$ has the sign of $Q$. At a nuclear cusp $x\to0$ and $h_{BR}\to f(s)$.

A program checks the results numerically, including (4), with and without $\mathbf j$, for equal-spin hydrogen $1s$ and $2p_{+1}$ orbitals.

For one orbital, $h(\mathbf r,\mathbf r')=\rho(\mathbf r')$. For the $1s$ state with nuclear charge $Z$, $\rho=(Z^3/\pi)e^{-2Zr}$, so the exact averaged hole is $h_{BR}$ with $a=2Z$ and $b=r$. The next question is whether the local recipe finds these values.

Q: That shows that the family contains the exact hole. It does not show that the local recipe finds it.

A: The recipe can be followed explicitly. There is one orbital, so $D=0$ and $\gamma$ drops out. The Laplacian is $\nabla^2\rho=(4Z^2-4Z/r)\rho$. Put $\xi=2Zr$, so that $1/(Zr)=2/\xi$:

$$Q=\frac{4Z^2\rho}{6}\left(1-\frac1{Zr}\right)=\frac23Z^2\rho\,\frac{\xi-2}{\xi}.$$

Also $\rho^{-2/3}=\pi^{2/3}Z^{-2}e^{4Zr/3}=\pi^{2/3}Z^{-2}e^{2\xi/3}$. Then

$$G=\frac{3}{2\pi^{2/3}}\cdot\frac23Z^2\,\frac{\xi-2}{\xi}\cdot\pi^{2/3}Z^{-2}e^{2\xi/3}=\frac{(\xi-2)e^{2\xi/3}}{\xi}=g(\xi).$$

So $\xi$ solves $g(x)=G$, and since the root is unique, $x=2Zr$. Next $a^3=8\pi(Z^3/\pi)e^{-2Zr}e^{2Zr}=8Z^3$, so $a=2Z$ and $b=x/a=r$. From $\rho$ and $\nabla^2\rho$ at one point the recipe recovers the distance to the nucleus and the decay constant. The averaged hole is exact for all $s$, not only to second order, and so is

$$U(r)=-\frac1r\left[1-e^{-2Zr}(1+Zr)\right],$$

which tends to $-Z$ at the nucleus and to $-1/r$ far away. The energy follows from $\int_0^\infty r^ne^{-cr}dr=n!/c^{n+1}$, one spin only, and $4\pi\rho=4Z^3e^{-2Zr}$:

$$E_x=-2Z^3\int_0^\infty\left[re^{-2Zr}-re^{-4Zr}-Zr^2e^{-4Zr}\right]dr=-2Z^3\left[\frac1{4Z^2}-\frac1{16Z^2}-\frac{2Z}{64Z^3}\right].$$

The bracket is $(8-2-1)/(32Z^2)$, so $E_x=-5Z/16$. Since $U$ is minus the Hartree potential of $\rho$, this cancels the self-repulsion exactly. For $Z=1$ the program finds $-0.31250000$ hartree, or $-8.5036$ eV, both from the model and from direct quadrature of the Coulomb potential; for $Z=3$ it finds $-0.93750000$ hartree, or $-25.5107$ eV. It tests $x$, $a$, $b$, the hole and $U$ at six radii for each $Z$, including the radius where $Q=0$.

Q: Give me numbers on both branches.

A: Take $Z=1$. At $r=0.5$ bohr, $\rho=e^{-1}/\pi=0.117100$ bohr$^{-3}$. The Laplacian is $(4-8)\rho=-0.468399$ bohr$^{-5}$ and $Q$, one sixth of it, is $-0.078066$ bohr$^{-5}$. The right side of (10) is $-0.513417$. The left side at $x=1$ is $e^{-2/3}/(1-2)$, the same number, so $x=1$, on the branch $x<2$. Then $a^3=8\pi\rho e=8$, $a=2$ bohr$^{-1}$, $b=0.5$ bohr and $U=-(1-1.5e^{-1})/0.5=-0.896362$ hartree.

At $r=1.5$ bohr, $\rho=e^{-3}/\pi=0.015848$ bohr$^{-3}$, the Laplacian is $(4-\frac83)\rho=0.021130$ bohr$^{-5}$ and $Q=0.003522$ bohr$^{-5}$. The right side is $0.406006$, and the left side at $x=3$ is $3e^{-2}/(3-2)$, again equal. So $a=2$ bohr$^{-1}$, $b=1.5$ bohr, and $U=-(1-2.5e^{-3})/1.5=-0.583688$ hartree.

For the hole at $s=1$ bohr seen from $r=0.5$ bohr, $a|b-s|=1$, $a(b+s)=3$ and the prefactor is $2/(16\pi\cdot0.5)=1/4\pi$. Thus $h_{BR}=(2e^{-1}-4e^{-3})/4\pi$. In terms of the two densities above this is $(2\times0.117100-4\times0.015848)/4=0.042702$ bohr$^{-3}$, well below the on-top value, as $Q<0$ suggests. Seen from $r=1.5$ bohr, $h_{BR}=(2e^{-1}-6e^{-5})/12\pi=0.018444$ bohr$^{-3}$, above the on-top value $0.015848$ bohr$^{-3}$, because the sphere now reaches toward the nucleus. Angular quadrature of the exact hole prints the same two values.

Q: So the model is free of self-interaction error.

A: No. The exactness has three limits. First, it concerns the averaged hole; the conditions fix the length $b$ and say nothing of a direction. Second, it concerns $h$, $U$ and $E_x$ evaluated on the $1s$ density. The derivative of the model energy with respect to the orbital involves neighbouring densities outside the exponential family, and the argument above says nothing about it. Third, it relies on the density being a single exponential. This covers the $1s$ state of any $Z$ and a closed shell of two electrons in one orbital $e^{-\zeta r}$, where each spin contributes $-5\zeta/16$.

For spherical one-orbital densities with $\rho(0)>0$ that either have a nuclear cusp or are smooth everywhere, there is a converse. At $r\to0$ the exact averaged hole is $\rho(s)$. If the density has a nuclear cusp, $\rho'(0)<0$, the model hole tends to the pure exponential $f(s)$, so equality forces $\rho$ to be an exponential. If the density is smooth everywhere, $Q(0)$ is finite, $b>0$, and $h_{BR}$ has a jump in its third derivative at $s=b$, which the smooth $\rho(s)$ lacks.

Q: Then show the failure inside hydrogen itself.

A: The $2s$ density is $\rho=(2-r)^2e^{-r}/32\pi$. At $r=5$ bohr the model gives $U=-0.1422$ hartree against the exact $-0.1641$ hartree, too shallow by 13% of the exact value. Near the node the error has the other sign and is unbounded. Let $\delta=r-2$ and $\psi\approx c\,\delta$. Then $\rho\approx c^2\delta^2$, $\nabla^2\rho\approx2c^2$, and $6Q/\rho\approx2/\delta^2$. The number $G\propto|\delta|^{-10/3}$ diverges, so $e^{2x/3}\approx G$ gives $x\approx5\ln(1/|\delta|)$ to leading logarithmic order. From (8), $a\approx\sqrt2/|\delta|$, so $b=x/a\to0$ and $U_{BR}\approx-\sqrt2/(x|\delta|)$ diverges, while the exact $U$ is finite. The product $\rho U_{BR}$ still vanishes at the node, so the energy is finite. It comes out as $-0.07632$ hartree against the exact $-0.07520$ hartree, a ratio of $1.0150$. The small integrated error hides larger local errors of both signs. For the Gaussian density $\pi^{-3/2}e^{-r^2}$ the model gives $U=-1.0191$ hartree at $r=0.01$ bohr against $-1.1283$ hartree, too shallow by 9.7% of the exact value, and $E_x=-0.37924$ against $-0.39894$ hartree, a ratio of $0.9506$. The program asserts that both pointwise errors exceed 5%.

Q: At least the $-1/r$ tail of $U$ should be general. A normalized hole left behind in the atom must give it.

A: The exact hole gives it: $h(\mathbf r,\mathbf r')=|\sum_ic_i\psi_i(\mathbf r')|^2$ with $c_i=\psi_i^*(\mathbf r)/\sqrt{\rho(\mathbf r)}$ and $\sum_i|c_i|^2=1$, the density of a normalized combination of occupied orbitals, so it is a unit charge confined to the atom however far out $\mathbf r$ lies. The model gives it only under conditions, since it infers $b$ from local data. Let the density be spherical and $L=\ln\rho$. From $\rho'=L'\rho$ and $\rho''=(L''+L'^2)\rho$,

$$\frac{\nabla^2\rho}\rho=L''+L'^2+\frac{2L'}r .$$

Assume $D/\rho\to0$ at large $r$. This holds trivially for one orbital. It also holds for a tail made of a filled $p$ shell, $\psi_k=R(r)n_k$ with $\mathbf n=\mathbf r/r$: there $\rho=R^2$ and $\tau=R'^2+2R^2/r^2$, because $\sum_k|\nabla n_k|^2=2/r^2$, so $D/\rho=2/r^2$.

For $\rho\to Ar^\beta e^{-\kappa r}$, $L'=-\kappa+\beta/r$ and $6Q/\rho\to\kappa^2$. Since $G\propto(Q/\rho)\rho^{-2/3}$ grows exponentially, $x\to\infty$, $x/(x-2)\to1$ and $a\to\kappa$. The logarithm of $a^3=8\pi\rho e^x$ gives

$$x=\ln\frac{a^3}{8\pi\rho}\to\kappa r-\beta\ln r+\ln\frac{\kappa^3}{8\pi A}.$$

So $b/r\to1$ and $rU_{BR}\to-r/b\to-1$, but with a relative correction of order $\beta\ln r/(\kappa r)$, which decays slowly. For $2s$, $\kappa=1$, $\beta=2$ and $8\pi A=\frac14$. To first order in $1/r$: $L'=-1+2/(r-2)$ gives $L'^2\approx1-4/r$ and $2L'/r\approx-2/r$; the factor $x/(x-2)\approx1+2/r$; hence $a^2\approx1-4/r$, $a\approx1-2/r$ and $3\ln a\approx-6/r$. The factor $(1-2/r)^2$ in $\rho$ adds $+4/r$ to $-\ln\rho$. Thus $x=r-2\ln r+\ln4-2/r+\dots$, and the program tests the $-2/r$ remainder. At $r=100$ bohr it finds $x=92.1561$ and $a=0.98013$ bohr$^{-1}$, so $rU=-100\times0.98013/92.1561=-1.0636$. At $r=400$ bohr, $rU=-1.0221$. The shell theorem bounds the exact potential of a spherical one-electron density by $|U|\le1/r$, since $1/\max(r,t)\le1/r$, so at these radii the model is too deep.

For $\rho\propto e^{-\alpha r^2}$, $L'=-2\alpha r$ and $L''=-2\alpha$, so $\nabla^2\rho/\rho=4\alpha^2r^2-6\alpha$ and $a\to2\alpha r$. Then $x=\alpha r^2+3\ln a+\text{const}$, $b\to\alpha r^2/(2\alpha r)=r/2$ and $rU_{BR}\to-2$. The model fits a local exponential to the steepening slope and extrapolates to a centre half-way in. For $\alpha=1$ bohr$^{-2}$ the program finds $-1.8641$ at 10 bohr and $-1.9544$ at 20 bohr. A one-orbital density expanded in Gaussian functions has this limit as $r\to\infty$, where its most diffuse function dominates. The approach is slow, because $3\ln a+\text{const}$ must become small against $\alpha r^2$, and a small $\alpha$ pushes that far out.

Q: You left $\gamma$ hanging. What does changing it do?

A: It moves $U_{BR}$ in a known direction. At fixed $\rho$, write $|U_{BR}|=a\,w(x)=(8\pi\rho)^{1/3}e^{x/3}w(x)$ with $w=N/x$. From $N'=e^{-x}(1+\frac x2)-\frac12e^{-x}=\frac12e^{-x}(1+x)$,

$$w'=\frac{xN'-N}{x^2}=-\frac{1-e^{-x}\left(1+x+\frac12x^2\right)}{x^2}=-\frac{q(x)}{x^2}.$$

The product $e^{x/3}w$ increases if $w/3+w'>0$, which after multiplication by $3x^2e^x$ reads $xNe^x>3qe^x$. Expand both sides:

$$xNe^x=xe^x-x-\frac{x^2}2=\frac{x^2}2+\sum_{n\ge3}\frac{n\,x^n}{n!},\qquad 3qe^x=\sum_{n\ge3}\frac{3\,x^n}{n!}.$$

Term by term $n\ge3$, and the left side has the extra $x^2/2$, so the inequality holds for all $x>0$. Therefore $|U_{BR}|$ increases strictly with $x$, hence with $Q$, at fixed $\rho$. Lowering $\gamma$ raises $Q$ wherever $D>0$, so it deepens $U_{BR}$ at each such point and leaves one-orbital systems untouched. The limit $x\to0$ supplies a lower bound within the model, $|U_{BR}|>(\pi\rho)^{1/3}$.

Q: And why would one give up the exact curvature?

A: To recover the uniform gas. There the orbitals are plane waves filling $|\mathbf k'|<k$, with $\rho=\frac{4\pi}3k^3/(2\pi)^3=k^3/6\pi^2$. Averaging $e^{i\mathbf k'\cdot\mathbf s}$ over directions gives $\sin(k's)/(k's)$, so with $y=ks$,

$$P=\frac1{2\pi^2}\int_0^kk'^2\frac{\sin k's}{k's}\,dk'=\frac{\sin y-y\cos y}{2\pi^2s^3}=3\rho\,\frac{j_1(y)}y,\qquad j_1=\frac{\sin y-y\cos y}{y^2},$$

and $\bar h=9\rho\,(j_1/y)^2$. From $\sin y-y\cos y=y^3/3-y^5/30+\dots$ follows $\bar h=\rho(1-y^2/5+\dots)$, so $Q=-k^2\rho/5$. This agrees with (4): gradients and current vanish, $D=\tau=k^5/10\pi^2=\frac35k^2\rho$, and $Q=-\tau/3$. The exact potential is $U=-(36\pi\rho/k^2)\,I$ with $I=\int_0^\infty j_1^2/y\,dy$. Let $v=\sin y-y\cos y$, so $v'=y\sin y$ and $I=\int v^2y^{-5}dy$. Integrating by parts, the boundary term $-v^2/4y^4$ vanishes at both ends, since $v\sim y^3/3$ at small $y$ and $|v|$ grows only like $y$. This leaves $I=\frac12\int v\sin y\,y^{-3}dy$. Since $(\sin y/y)'=-v/y^2$, the integrand is $-\frac12[(\sin y/y)^2]'$, whose integral is $\frac12$. So $I=\frac14$ and

$$U=-\frac{9\pi\rho}{k^2}=-\frac{3k}{2\pi}=-\frac32\left(\frac6\pi\right)^{1/3}\rho^{1/3}.$$

In the model $Q=-\gamma\tau/3\propto\rho^{5/3}$, so $G$ and $x$ do not depend on the density, and neither does the ratio of model to exact potential. At $\rho=1$ bohr$^{-3}$, $\tau=9.11560$ bohr$^{-5}$ and the exact $U$ is $-1.86105$ hartree. With $\gamma=1$ the root is $x=0.93487$ and $U_{BR}=-1.81353$ hartree, a ratio of $0.9745$. With $\gamma=0.8$, $x=1.10157$ and $U_{BR}=-1.86031$ hartree, a ratio of $0.9996$. The ratio is one at $\gamma=0.7970$, and by the monotonicity just shown this is the only such value. With $\gamma\neq1$ the hole stays positive and normalized and keeps the exact on-top value and the $1s$ limit, but its curvature is wrong by $(1-\gamma)D/3$.

Q: Between hydrogen and the gas lie real atoms. How does the model do there?

A: The program computes He and Ne in restricted Hartree-Fock theory with even-tempered Gaussian functions, exponents $0.06\times2^n$ bohr$^{-2}$, 24 of $s$ type and for Ne 15 of $p$ type. The total energies are $-2.86168$ and $-128.54708$ hartree. Closed shells with real orbitals have $\mathbf j=0$ and two equal spin channels, so $E_x=\int\rho U$ with $\rho$ the density of one spin. The program tests that this integral, with the exact $U$ built from Coulomb integrals of orbital products, reproduces the Hartree-Fock exchange energy. Errors in $E_x$ below are relative to that energy in the same basis, and errors in $U$ at a point are relative to the exact $U$ at that point, with the model evaluated on the Hartree-Fock orbitals.

Follow Ne at $r=1$ bohr. Per spin, $\rho=0.23082$ bohr$^{-3}$, $\nabla^2\rho=1.17996$, $\tau=1.04660$ and $D=0.33366$ bohr$^{-5}$. With $\gamma=1$,

$$Q=\frac{1.17996-2\times0.33366}{6}=0.08544\ \text{bohr}^{-5}.$$

The right side of (10) is $1.45369$, positive, so the root lies above 2: $x=2.33839$. Then $a=(8\pi\times0.23082\times e^{2.33839})^{1/3}=3.9176$ bohr$^{-1}$, $b=2.33839/3.9176=0.59689$ bohr, and

$$U_{BR}=-\frac{1-e^{-2.33839}(1+2.33839/2)}{0.59689}=-1.3247\ \text{hartree}.$$

The exact value is $-1.3458$ hartree, so the model is 1.6% too shallow. The centre of the model cloud lies 0.60 bohr away, not at the nucleus 1 bohr away. With $\gamma=0.8$, $Q=(1.17996-1.6\times0.33366)/6=0.10768$ bohr$^{-5}$, the right side is $1.15340$, $x=2.41819$, $a=4.0232$ bohr$^{-1}$, $b=0.60106$ bohr and $U_{BR}=-1.3363$ hartree, 0.7% too shallow. The shift is downward, as the monotonicity requires. The five decimals serve to follow the arithmetic in this basis and are not all converged. In larger Gaussian and Slater bases $\nabla^2\rho$ at this point falls by about $0.001$ bohr$^{-5}$ to $1.1790$, $x$ falls by about $0.0006$, and both model potentials become shallower by $0.0001$ hartree; the errors of 1.6% and 0.7% are unchanged.

The integrated Ne values are $-12.1083$ hartree ($-329.48$ eV) exact, $-12.1877$ hartree ($-331.65$ eV) for $\gamma=1$ and $-12.3250$ hartree ($-335.38$ eV) for $\gamma=0.8$, too negative by 0.66% and 1.79%. A larger basis moves these energies by at most $0.0001$ hartree.

Q: That looks inconsistent. At 1 bohr both versions are too shallow and $\gamma=0.8$ is the better one; in the energy both are too deep and $\gamma=1$ is the better one.

A: It is what the output shows, and it is consistent. An energy that is too negative, together with a point where $U_{BR}$ is too shallow, means that $U_{BR}$ is too deep in other regions of the atom and that these outweigh the rest; resolved in $r$ for $\gamma=1$, the model is too deep inside about 0.5 bohr, which contributes $-0.135$ hartree to the error in $E_x$, and too shallow outside, which contributes $+0.056$ hartree. Since lowering $\gamma$ can only deepen $U_{BR}$, it reduces the error at the point where the $\gamma=1$ model is 1.6% too shallow, the computed shift there stopping short of the exact value, and increases it wherever that model is already too deep. The gas is underbound at $\gamma=1$ and Ne is overbound, so between these two values of $\gamma$ the change that helps one harms the other.

Q: Helium has one orbital per spin, $D=0$, and a $1s$ label. Why is it not exact?

A: Because its Hartree-Fock orbital is not an exponential. Suppose it were $e^{-\zeta r}$. Its Laplacian is $(\zeta^2-2\zeta/r)\psi$, so $-\frac12\nabla^2\psi=(\zeta/r-\zeta^2/2)\psi$. The Fock equation $-\frac12\nabla^2\psi-(Z/r)\psi+v\psi=\epsilon\psi$, with $v$ the Coulomb potential of the other electron, would require $v=(Z-\zeta)/r+\epsilon+\zeta^2/2$. The potential of a bounded charge density is finite at the origin, which forces $\zeta=Z$ and a constant $v$; but $v$ is positive and falls to zero at infinity. The assumption fails, and by the converse given earlier the model hole must differ from the exact averaged hole at some $r$. The computed exchange energy is $-1.0258$ hartree ($-27.91$ eV), and the model gives $-1.0389$ hartree ($-28.27$ eV), too negative by 1.28%. The two values of $\gamma$ give the same number, as $D=0$ demands; the program tests both this equality and the discrepancy with the exact value. The argument shows that the holes differ and does not predict the sign or size of the error. The Gaussian basis has neither the cusp nor the exponential tail, but the 1.28% is not due to it: a basis of Slater functions $e^{-\zeta r}$ gives the same $-1.0258$ and $-1.0389$ hartree.

## Computed values

```
1s+2p(+1) at [1.6, 0.9, 0.5] bohr: rho=9.583820e-03 bohr^-3, x=2.714477
  Q formula=9.941762e-04, finite diff=9.941762e-04, no j=9.296543e-04 bohr^-5
1s Z=1: Ex BR=-0.31250000, exact=-0.31250000 hartree; BR=-8.5036 eV
1s Z=3: Ex BR=-0.93750000, exact=-0.93750000 hartree; BR=-25.5107 eV
H 1s r=0.5 bohr: rho=0.117100 bohr^-3, lap=-0.468399, Q=-0.078066 bohr^-5
  rhs=-0.513417, x=1.000000, a=2.000000 1/bohr, b=0.500000 bohr
  U BR=-0.896362, exact=-0.896362 hartree
  hole at s=1 bohr: BR=0.042702, exact=0.042702 bohr^-3
H 1s r=1.5 bohr: rho=0.015848 bohr^-3, lap=0.021130, Q=0.003522 bohr^-5
  rhs=0.406006, x=3.000000, a=2.000000 1/bohr, b=1.500000 bohr
  U BR=-0.583688, exact=-0.583688 hartree
  hole at s=1 bohr: BR=0.018444, exact=0.018444 bohr^-3
H 2s: r=5.0 bohr U BR=-0.142156, exact=-0.164120 hartree
  Ex BR=-0.07632, exact=-0.07520 hartree, ratio=1.0150
Gaussian alpha=1: r=0.01 bohr U BR=-1.019063, exact=-1.128342 hartree
  Ex BR=-0.37924, exact=-0.39894 hartree, ratio=0.9506
H 2s tail r=100.0 bohr: x=92.1561, a=0.98013 1/bohr, rU=-1.0636
H 2s tail r=400.0 bohr: x=389.3984, a=0.99502 1/bohr, rU=-1.0221
Gaussian tail rU at r=10, 20 bohr: -1.8641, -1.9544
gas rho=1 bohr^-3: tau=9.11560 bohr^-5, exact U=-1.86105 hartree
  gamma=1.0: x=0.93487, U=-1.81353 hartree, ratio=0.9745
  gamma=0.8: x=1.10157, U=-1.86031 hartree, ratio=0.9996
  gamma giving ratio 1: 0.7970
He RHF: E=-2.86168, Ex exact=-1.0258 hartree = -27.91 eV
  BR gamma=1.0: -1.0389 hartree = -28.27 eV, error 1.28 %
  BR gamma=0.8: -1.0389 hartree = -28.27 eV, error 1.28 %
Ne RHF: E=-128.54708, Ex exact=-12.1083 hartree = -329.48 eV
  BR gamma=1.0: -12.1877 hartree = -331.65 eV, error 0.66 %
  BR gamma=0.8: -12.3250 hartree = -335.38 eV, error 1.79 %
Ne r=1 bohr, per spin: rho=0.23082 bohr^-3, exact U=-1.34581 hartree
  lap=1.17996, tau=1.04660, D=0.33366 bohr^-5
  gamma=1.0: Q=0.08544 bohr^-5, rhs=1.45369, x=2.33839
    a=3.91760 1/bohr, b=0.59689 bohr, U=-1.32471 hartree
  gamma=0.8: Q=0.10768 bohr^-5, rhs=1.15340, x=2.41819
    a=4.02321 1/bohr, b=0.60106 bohr, U=-1.33632 hartree
```
